Triplet Collapse of the Random-Phase Approximation in an Ethylene-Like Hubbard Dimer

**Question**

The π bond of ethylene, the simplest stable hydrocarbon with a carbon-carbon double bond, is modelled by two equivalent orthonormal p orbitals, 1 and 2, holding two electrons:

H = −t Σσ (c†1σ c2σ + c†2σ c1σ) + U Σi ni↑ ni↓,  t > 0, U ≥ 0.

Here t is the hopping energy and U the cost of placing both electrons on one carbon. The σ electrons and nuclear motion are left out. Set ħ = 1 and write time as τ.

**(a) Find the exact gap between the lowest singlet and the triplet. Can it vanish?**

*Answer.* In the triplet state c†1↑c†2↑|0⟩ no site is doubly occupied, and the Pauli principle forbids either electron to hop. Hence E_T = 0, and spin symmetry gives the other two components the same energy.

The singlets are

|C⟩ = (c†1↑c†2↓ + c†2↑c†1↓)|0⟩/√2
|I±⟩ = (c†1↑c†1↓ ± c†2↑c†2↓)|0⟩/√2.

From each term of |C⟩, moving one electron or the other produces both doubly occupied states, each with amplitude −t. Two terms contribute, so hopping turns |C⟩ into −2t|I+⟩. For |I−⟩ the contributions cancel, and its energy is U. In the basis |C⟩, |I+⟩ the Hamiltonian has diagonal elements 0 and U and coupling −2t:

E(E − U) − 4t² = 0
E_S = (U − R)/2,  R = √(U² + 16t²).

The gap is therefore

Δ = E_T − E_S = (R − U)/2 = 8t²/(R + U).

The last form follows on multiplying above and below by R + U, since R² − U² = 16t². It is positive for every finite U. It equals 2t at U = 0, the cost of promoting one electron, and tends to 4t²/U for U ≫ t, the antiferromagnetic exchange between two localized spins.

The position operator along the bond has opposite signs on the two sites. It removes |C⟩ and turns |I+⟩ into |I−⟩, so the optical singlet lies at U − E_S = (U + R)/2 above the ground state.

**(b) Find the triplet energy in the random-phase approximation with exchange, taken about the restricted Hartree-Fock determinant. When does it cease to be real?**

*Answer.* This approximation is linearized time-dependent Hartree-Fock theory. An up electron feels Un↓ on each site, and conversely. In the restricted determinant every such occupation is 1/2, so the Fock orbitals are

g = (1 + 2)/√2,  εg = −t + U/2
u = (1 − 2)/√2,  εu = t + U/2.

With both electrons in g, the double occupancy is 1/4 per site, and E_RHF = −2t + U/2.

For a triplet oscillation let δρ↑ = −δρ↓ = δρ, with

δρ = a|u⟩⟨g| + b|g⟩⟨u|.

Only these blocks occur, because to first order a determinant changes by mixing occupied with empty orbitals. Both operators have site-diagonal elements (1/2, −1/2). The up occupations thus change by ±(a+b)/2 and the down occupations by the opposite amounts, so that

δF↑ = −(U/2)(a + b)S,  S = diag(1, −1) = |u⟩⟨g| + |g⟩⟨u|.

The equation of motion is i dδρ/dτ = [F₀, δρ] + [δF↑, ρ₀], with ρ₀ = |g⟩⟨g|. The two commutators needed are

[F₀, δρ] = 2t(a|u⟩⟨g| − b|g⟩⟨u|)
[S, ρ₀] = |u⟩⟨g| − |g⟩⟨u|.

Matching coefficients gives

i da/dτ = Aa + Bb,  i db/dτ = −Ba − Ab,
A = 2t − U/2,  B = −U/2.

Adding and subtracting these equations,

i d(a+b)/dτ = (A − B)(a − b)
i d(a−b)/dτ = (A + B)(a + b).

For motion as exp(−iωτ) this yields

ω_T² = (A − B)(A + B) = 2t(2t − U).

The energy is real for U < 2t and zero at U = 2t. For U > 2t it is imaginary: a small spin polarization grows at the rate √(2t(U − 2t)) instead of oscillating. If the two spin densities change alike, δF reverses sign, which replaces U by −U and gives ω_S² = 2t(2t + U), with no collapse.

**(c) What happens to the determinant at U = 2t, and what happens to the exact state?**

*Answer.* Rotate the two spin orbitals oppositely:

φ↑ = cosδ g + sinδ u,  φ↓ = cosδ g − sinδ u.

Each electron has hopping energy −t cos2δ. The occupations of site 1 are (1 ± sin2δ)/2, and on site 2 the signs are exchanged. The repulsion is therefore 2U(1 − sin²2δ)/4, and

E(δ) = −2t cos2δ + (U/2)cos²2δ
 ≈ E_RHF + 2(2t − U)δ².

The restricted determinant changes from a minimum to a maximum along this direction just where ω_T vanishes. For U > 2t, setting dE/d(cos2δ) = −2t + U cos2δ to zero gives cos2δ = 2t/U and energy −2t²/U, lower than E_RHF by (U − 2t)²/(2U). This determinant has an excess of up spin on one carbon and an equal excess of down spin on the other, growing from zero at U = 2t. It breaks spin symmetry, which the exact singlet does not.

At U = 2t the exact gap is (√5 − 1)t ≈ 1.236t. To see how little the exact state has changed, use the configurations g² and u². Their energies are ∓2t + U/2 and their coupling is U/2, so their separation of 4t widens to R. The weight of u² in the ground state is

w = (1 − 4t/R)/2,

or 0.053 at U = 2t. The collapse is a failure of the restricted reference, not a crossing of exact levels.

**(d) Which term causes the error? Compare the second-order terms for small U.**

*Answer.* First omit B, which is the Tamm-Dancoff approximation. The triplet energy is then A = 2t − U/2 = E_T − E_RHF. The triplet itself is exact here, since the determinant with g and u both spin-up is c†1↑c†2↑|0⟩ up to a sign. The missing piece is the correlation energy of the ground state:

Δ − A = R/2 − 2t = E_RHF − E_S ≥ 0.

This estimate stays positive up to U = 4t.

Now expand for U ≪ t. Since R = 4t + U²/(8t) + …,

Δ = 2t − U/2 + U²/(16t) + …

With √(1 − z) = 1 − z/2 − z²/8 − … and z = U/(2t),

ω_T = 2t√(1 − z) = 2t − U/2 − U²/(16t) − …

The second-order terms are equal in size and opposite in sign. Physically, coupling g² to u² lowers the ground state by (U/2)²/(4t) = U²/(16t) and so widens the gap. In the random-phase result the same coupling enters through ω_T = √(A² − B²) ≈ A − B²/(2A), which narrows it. At U = 0.01t the numerical second-order coefficient is −1.0025 in units of 1/(16t). The excess over −1 comes from the next term, −U³/(64t²).

**(e) Take t = 3.0 eV and U = 3.5 eV. Evaluate the energies, then twist the bond by φ with hopping t cosφ and U held fixed.**

*Answer.* These are rough effective values for ethylene, with U standing for on-site minus intersite repulsion, as part (f) justifies. Then R = √(12.25 + 144) = 12.5 eV, and

Δ = (12.5 − 3.5)/2 = 4.50 eV (276 nm)
ω_T = √(6.0 × 2.5) = 3.87 eV
A = 6.0 − 1.75 = 4.25 eV.

Relative to the exact model gap, the random-phase value is 14% low and the Tamm-Dancoff value 6% low. The exact optical singlet lies at (3.5 + 12.5)/2 = 8.0 eV (155 nm); its random-phase value is √(6.0 × 9.5) = 7.55 eV.

The factor cosφ is the component of one p orbital along the other. This simple estimate, like the fixed U, leaves out changes in the orbitals themselves. Collapse requires 2t cosφ = U:

cosφ = 3.5/6.0 = 0.583,  φ = 54.3°.

The hopping is then 1.75 eV and the exact gap 2.16 eV. On either side:

φ = 50°: Δ = 2.49 eV, ω_T² = +1.38 eV²
φ = 60°: Δ = 1.72 eV, ω_T² = −1.50 eV²
φ = 80°: Δ = 0.29 eV, ω_T² = −2.56 eV².

The exact gap passes smoothly through the collapse. It reaches zero at 90°, where the hopping vanishes and the condition t > 0 fails.

**(f) Add intersite repulsion V = (11|22), direct exchange X = (12|12) and assisted hopping W = (11|12). How do the results change, and what does this imply for ethylene?**

*Answer.* The triplet energy becomes V − X. The diagonal singlet energies become V + X for |C⟩ and U + X for |I+⟩. Each hop acquires the Coulomb element W, so −t becomes −t′ with t′ = t − W. With U′ = U − V, diagonalizing the singlet block as before gives

Δ = [√(U′² + 16t′²) − U′]/2 − 2X.

This is the gap to the lowest singlet as long as |I−⟩, now at U − X, stays above the lower level of the block, which requires [U′ + √(U′² + 16t′²)]/2 > 2X. All the ethylene values below meet this condition easily.

For the triplet response, the Coulomb fields of the opposite spin changes cancel and exchange remains:

A = εu − εg − (gg|uu),  B = −(gu|gu).

Expanding the orbital products in sites,

(gg|gg) = (U + V)/2 + X + 2W
(gg|uu) = (U + V)/2 − X
(gu|gu) = (U − V)/2.

The orbital energies are εg = −t + (gg|gg) and εu = t + 2(gg|uu) − (gu|gu). Their difference is 2t′ + V − 3X, so

A = 2t′ − 2X − U′/2,  B = −U′/2
ω_T² = (2t′ − 2X)(2t′ − 2X − U′).

Thus V alone merely replaces U by U − V in both results, while X lowers the exact gap and can make it negative when hopping is weak.

For planar ethylene (CC 1.34 Å, CH 1.09 Å, HCC angle 121.5°), the two singly occupied orbitals of a triplet restricted open-shell Hartree-Fock calculation in the cc-pVTZ basis give t′ = 3.43 eV, U′ = 6.69 eV and X = 0.16 eV. From cc-pVDZ to cc-pVTZ these shift by −0.05, −0.12 and +0.01 eV. The bare two-orbital gap is 3.98 eV, but ω_T² = −0.93 eV²: with these orbitals and unscreened integrals the planar bond lies slightly past the collapse, by U′ − (2t′ − 2X) ≈ 0.14 eV. Adding diffuse functions (aug-cc-pVTZ) lowers the gap by 0.05 eV and changes the square to −0.70 eV², without changing its sign. The choice of orbitals matters more. In cc-pVDZ, orbitals optimized for the singlet built from g² and u² give t′ = 4.08 eV, U′ = 7.36 eV and ω_T² = +3.8 eV², short of the collapse. They also raise the two-orbital gap from 4.05 to 4.96 eV in that basis. In cc-pVDZ, then, the side of the collapse on which planar ethylene falls depends on the orbitals chosen; the singlet-orbital values are not tested here in a larger basis. This is a statement about the two-orbital model, not about a random-phase calculation on the whole molecule.

Real ethylene has a vertical triplet at roughly 4 to 5 eV and a strong π absorption at roughly 7 to 8 eV, so the effective parameters of part (e) lie in a sensible range. Their U is 3.2 eV below the bare U′ found with the triplet orbitals. The lower value is meant to allow for σ-electron screening and other effects absent from the two-orbital model, whose separate sizes are not computed here. Including the planar X lowers the example's gap from 4.50 to 4.19 eV. X itself falls as the bond twists: the same triplet calculation in cc-pVDZ, with the CH₂ groups turned rigidly, gives 0.07 eV at 54.3° and 0.05 eV at 80°. With these values the example's gap drops from 2.16 to 2.02 eV and from 0.29 to 0.19 eV. At 90° the Hubbard gap vanishes while X stays positive, so the two-orbital gap becomes −2X. The guaranteed positive gap therefore belongs to the Hubbard dimer; the order of the levels in a real molecule near 90° also depends on correlation outside this model. In the same calculation t′ is 10% below the cosine law at 54.3°, and U′ falls from 6.82 eV in the plane to 5.53 eV at 80°, so the twist in part (e) is an illustration and not a quantitative model of ethylene. These twisted-geometry values are from cc-pVDZ only; in the plane the larger basis moved U′ by 0.12 eV and t′ by 0.05 eV, so their last digits are not converged. Thermal energy at 300 K, 0.026 eV, is negligible beside the planar gap. In larger molecules and in solids, substituents, conjugation and the surroundings also shift the levels, so 155 nm is not a prediction for such materials. The numerical output lists further values for the example and for the planar triplet orbitals without diffuse functions.

Computed values

```
hopping t = 3.00 eV, effective repulsion U = 3.50 eV
ratio U/(2t) = 0.5833
exact ground energy = -4.5000 eV
restricted Hartree-Fock energy = -4.2500 eV
correlation energy = -0.2500 eV
exact triplet gap = 4.5000 eV = 275.5 nm
random-phase triplet = 3.8730 eV
Tamm-Dancoff triplet = 4.2500 eV
exact optical singlet = 8.0000 eV = 155.0 nm
random-phase singlet = 7.5498 eV
second-order coefficient, exact = 1.0000 /(16t)
second-order coefficient, random-phase = -1.0025 /(16t)
u^2 weight in exact ground state at U=2t = 0.0528
collapse twist angle = 54.31 deg
hopping at collapse = 1.7500 eV
exact gap at collapse = 2.1631 eV
twist (deg), hopping (eV), exact gap (eV), random-phase squared (eV^2)
  0   3.0000   4.5000   15.0000
 30   2.5981   3.7329    8.8135
 50   1.9284   2.4852    1.3758
 60   1.5000   1.7231   -1.5000
 70   1.0261   0.9470   -2.9712
 80   0.5209   0.2867   -2.5611
ethylene: CC 1.34 A, CH 1.09 A, HCC 121.5 deg
bare pi integrals: cc-pVDZ, cc-pVTZ, shift
hopping t' (eV): 3.4855, 3.4317, -0.0538
on-site U (eV): 15.1970, 15.0014, -0.1956
intersite V (eV): 8.3775, 8.3068, -0.0708
U-V (eV): 6.8195, 6.6946, -0.1248
direct exchange X (eV): 0.1481, 0.1553, +0.0072
assisted hopping W (eV): 0.3253, 0.3790, +0.0537
two-orbital gap (eV): 4.0542, 3.9781, -0.0762
random-phase squared (eV^2): -0.9661, -0.9307, +0.0354
example gap with direct exchange = 4.1893 eV
change of example gap by exchange = -0.3107 eV
example random-phase squared with exchange = 12.4556 eV^2
gap at collapse twist with planar X = 1.8524 eV
bare U-V minus effective U = +3.1946 eV
thermal energy at 300 K = 0.0259 eV
```
